# When surface-hopping fractions and electronic amplitude populations disagree

A photoacid generator in a resist absorbs light, and one of its aryl carbon–sulfur bonds begins to stretch. The excited molecule reaches a crossing between a state whose energy rises with stretching and one that leads to bond breaking. In a surface-hopping calculation there are then two ways to state the upper-state population: count the trajectories moving on the upper surface, or average the upper-state population given by their electronic amplitudes. The hopping rule is built from the amplitudes, so the two numbers might be expected to agree automatically. The following model shows that they need not.

## The model

Let $x$ be the stretch measured from the crossing. Two diabatic states have energies $0.60\tanh(x/w)$ and $-0.20\tanh(x/w)$ in eV, with $w=0.40$ Å. They are coupled by $g=0.040\,e^{-(x/s)^2}$ eV, with $s=0.20$ Å. Half the sum and half the difference of the diabatic energies are

$$m=0.20\tanh(x/w),\qquad h=0.40\tanh(x/w),$$

so the Hamiltonian is

$$H=m+\begin{pmatrix}h&g\\g&-h\end{pmatrix}.$$

The matrix squares to $h^2+g^2$ times the identity. The adiabatic energies are therefore $m\pm r$, with $r=\sqrt{h^2+g^2}$. Far to the right the upper surface lies at $0.20+0.40=0.60$ eV; far to the left it lies at $-0.20+0.40=0.20$ eV.

To follow the amplitudes, write the electronic density matrix as $\rho=\tfrac12(1+\mathbf S\cdot\boldsymbol\sigma)$ and $H=m+\mathbf b\cdot\boldsymbol\sigma$, where $\mathbf b=(g,0,h)$ and $\boldsymbol\sigma$ are the Pauli matrices. Since $[\mathbf b\cdot\boldsymbol\sigma,\mathbf S\cdot\boldsymbol\sigma]=2i(\mathbf b\times\mathbf S)\cdot\boldsymbol\sigma$, the equation $i\hbar\dot\rho=[H,\rho]$ becomes

$$\frac{i\hbar}{2}\dot{\mathbf S}\cdot\boldsymbol\sigma=i(\mathbf b\times\mathbf S)\cdot\boldsymbol\sigma
\quad\Longrightarrow\quad
\dot{\mathbf S}=\frac{2}{\hbar}\,\mathbf b\times\mathbf S .$$

The projector onto the upper adiabatic state is $\tfrac12(1+\mathbf b\cdot\boldsymbol\sigma/r)$. Its expectation value is the upper amplitude population,

$$u=\frac12\left(1+\frac{gS_x+hS_z}{r}\right).$$

Each trajectory also has an active state, which supplies the force. Let $a=1$ if this is the upper state and $a=0$ if it is the lower. In fewest-switches hopping for two states, a trajectory on the state that is losing amplitude population hops in time $dt$ with probability

$$\frac{|\dot u|\,dt}{\text{population of the losing state}} .$$

There are no hops the other way at that moment. An accepted hop changes the speed so that total energy is conserved. An upward hop without enough kinetic energy is rejected, and here the velocity is then left unchanged.

The quantity of interest is

$$D=\langle a\rangle-\langle u\rangle=\langle d\rangle,\qquad d=a-u,$$

where the average runs over trajectories.

## Counter-example: one branch comes back

Start 10000 trajectories on the lower surface around $x=-1.40$ Å, moving right, with a central total energy of 0.45 eV. Their positions and velocities are drawn from the Gaussian distributions of a minimum-uncertainty wave packet with position spread 0.20 Å. At the central energy, the upper branch cannot reach its 0.60 eV plateau on the right, so it turns round. On the left it can escape, because the plateau there is at 0.20 eV. The lower branch escapes to the right.

At 145 fs, after the first pass, the upper fraction is 0.543 and the mean upper amplitude population is 0.546. At 400 fs, after the return pass, they are 0.278 and 0.517. The difference has become $D=-0.240$.

To see how this happens, let $p$ be the upper population after the first pass, and neglect its small variation between trajectories. The two groups contribute

$$\begin{aligned}
\text{lower: }&(1-p)(0-p)=-p(1-p),\\
\text{upper: }&p(1-p)=+p(1-p).
\end{aligned}$$

Their sum is zero, but neither group is internally consistent. The lower trajectories leave for good, each still carrying an upper amplitude population near $p$. The upper ones meet the coupling again, and there their amplitudes and active states change.

A wave packet propagated on a grid for the same two-state model gives $p=0.5405$, hence

$$-p(1-p)=-0.5405\times0.4595=-0.248 .$$

The escaped trajectories actually contribute $-0.252$. The returning group therefore contributes $-0.240+0.252=+0.012$ at the end, where before its second pass it had contributed about $+0.248$. The cancellation has been lost.

## What the wave packet does

At 145 fs the normalized overlap of the lower and upper nuclear packets is $1.4\times10^{-5}$. Their electronic coherence has practically vanished, and the escaped lower packet does not return to restore it. The upper packet thus enters the second pass without a lower partner. Ordinary surface hopping instead lets each returning trajectory carry both amplitudes, with a definite relative phase.

If the upper packet changes adiabatic state with the same probability $p$ on the way back, it stays on the upper surface with probability $1-p$. The final upper population should then be

$$p(1-p)=0.248,$$

and the wave packet gives 0.248. The mean amplitude population of 0.517 is about twice this. The trajectory fraction of 0.278 is much closer, though still too high by 0.029.

Now keep the initial conditions fixed and collapse the amplitudes onto the active state whenever $|x|>0.25$ Å. This boundary must lie inside the turning point of the upper branch, here near $0.40\operatorname{artanh}(0.45/0.60)=0.39$ Å; otherwise the returning trajectories would not be collapsed before their second pass. It must also lie outside the region where the populations are still changing, or the collapse distorts the branching at the crossing itself. The final upper fraction becomes 0.255, with a sampling error of about 0.004. The amplitudes now agree with the fractions by construction, because collapse sets $u=a$ outside the crossing region. That agreement is no evidence of accuracy; the comparison with 0.248 is. Collapse would be wrong if the two packets met again in the coupling region and overlapped there, since their interference would then be real.

## Second counter-example: every upward hop is rejected

Lower the total energy to 0.030 eV, with all trajectories starting from the same point at the same speed. The minimum of the upper surface is 0.0341 eV, so the upper surface is closed everywhere. The lower surface can still be crossed.

The amplitudes obey the electronic equation along the lower path and end with $u=0.201$. Integrating the adiabatic amplitude equations separately, with their derivative coupling, gives the same value. Yet no trajectory can be on the upper surface, so $D=-0.201$. Energy conservation favours the fraction: at this energy neither upper plateau is accessible.

There are about 0.43 rejected hops per trajectory (0.427 from 2000 trajectories, with a sampling error near 0.015), more than the final amplitude population. With every trajectory on the lower state, attempts occur at the rate $\dot u/(1-u)$ while $u$ rises, and none occur while it falls. A steady rise from 0 to 0.201 would therefore give $-\ln(1-0.2014)=0.225$ attempts. The larger count shows that $u$ also fell during the crossing: a fall lowers the final $u$ but does not cancel earlier attempts.

## The correct general statement

For small time steps and many trajectories, between any collapses,

$$\boxed{\frac{dD}{dt}=-\langle k\,d\rangle-R},\qquad
k=\begin{cases}\dot u/(1-u),&\dot u>0,\\[2pt]|\dot u|/u,&\dot u<0,\end{cases}$$

where $R$ is the rate of rejected upward hops per trajectory.

**Proof.** Consider a trajectory with $\dot u>0$. The lower state is losing, so if $a=0$ the trajectory attempts an upward hop at rate $\dot u/(1-u)$. Before rejections are subtracted, the expected rate of change of $a-u$ is

$$(1-a)\frac{\dot u}{1-u}-\dot u
=\frac{\dot u}{1-u}\bigl[(1-a)-(1-u)\bigr]
=-k(a-u).$$

If $\dot u<0$, the upper state is losing. A trajectory with $a=1$ hops down at rate $|\dot u|/u$, and $-\dot u=+|\dot u|$, so

$$-a\frac{|\dot u|}{u}+|\dot u|
=-\frac{|\dot u|}{u}(a-u)
=-k(a-u).$$

Downward hops release energy and are not rejected. Each rejected upward hop removes a change of $+1$ in $a$ that was counted above, which gives $-R$. A hop does not alter the amplitudes, so $u$ has no jump of its own. Averaging over trajectories gives the result. $\square$

In the first counter-example, the accumulated first term is $-0.224$ and the rejected hops number 0.0007 per trajectory. The law thus predicts $D=-0.225$. The observed $-0.240$ differs by 0.015, or 1.4 times the estimated sampling error of 0.011. Frustrated hops are negligible here; the disagreement comes from the first term.

## When agreement is guaranteed

Suppose all trajectories share one amplitude history and no hop is rejected. Then $k$ is common to all of them, $\langle kd\rangle=kD$, and

$$\dot D=-kD\quad\Longrightarrow\quad D(t)=D(0)\exp\left(-\int_0^t k\,dt'\right).$$

Since $k\ge0$, an initial agreement persists and an initial mismatch cannot grow. As a test, random walkers were sent along one prescribed path, all on the lower state but with $u=0.30$, so that $D(0)=-0.30$. The law gives a final $D$ of $-0.013$; the walkers give $-0.017$.

When histories differ, separate the average of the product:

$$\langle kd\rangle=\langle k\rangle D+\operatorname{cov}(k,d),$$

$$\dot D=-\langle k\rangle D-\operatorname{cov}(k,d)-R .$$

Even at $D=0$, the last two terms can create a disagreement. In the first example the returning trajectories have large $k$ and, on average, positive $d$. The covariance is positive and drives $D$ down. The opposite case, in which the upper branch escapes and the lower one returns, cannot occur in this one-coordinate model at a common total energy, because the upper surface lies above the lower one everywhere. With more coordinates the two branches can follow different paths and it becomes possible. The escaped group would then contribute $+p(1-p)$, and the covariance would initially drive $D$ up. Rejected upward hops push $D$ down in either case.

Different paths do not necessarily produce a large error. At a total energy of 1.00 eV both outgoing channels on the right are open and there is a single pass. The upper fraction is then 0.669 and the amplitude population 0.670. Agreement after such a crossing does not establish agreement after a later return.

## Relation to a real resist chromophore

The reduced mass used in the model, 54 u, is close to 54.5 u, the value for a phenyl group separating from diphenyl sulfide, as in a triphenylsulfonium photoacid generator. The energies, slopes and coupling are round model parameters, not computed properties of that cation. The flat region on the left replaces a real bound well and limits the model to one return.

A real chromophore in a resist has many other vibrations and a surrounding polymer. Some of their effects on the crossing probability can be estimated roughly with the Landau–Zener formula, which assumes constant speed, linear diabats and constant coupling $g_0$. With speed $v=0.01268$ Å/fs and slope difference $\Delta F=2.00$ eV/Å,

$$p_{\rm LZ}=\exp\left(-\frac{2\pi g_0^2}{\hbar v\Delta F}\right)
=\exp\left(-\frac{2\pi(0.040)^2}{0.658\times0.01268\times2.00}\right)=0.548,$$

close to the wave-packet value of 0.541. Suppose, generously, that the whole 0.45 eV above the crossing, not only its kinetic part, decays into other modes with a rough relaxation time of 1000 fs. The 147 fs round trip costs 0.061 eV and lowers $p_{\rm LZ}$ on the return by 0.0245. The estimated final upper population then rises by $0.548\times0.0245\approx0.013$. Adding the thermal energy at 300 K, 0.026 eV, changes $p_{\rm LZ}$ by 0.009. A third state coupled by a rough 0.010 eV, with the same slope difference, would take about 4% per pass.

These shifts are small beside the disagreement of 0.24 only for the inputs assumed. The relaxation time is a guess: the same estimate gives a shift of 0.05 at 300 fs and 0.14 at 100 fs, and below about $147/\ln(0.45/0.20)\approx180$ fs the returning upper branch has less than the 0.20 eV of the left plateau and cannot escape, so the single-return picture fails. The mass assumes rigid fragments: with the carbon and sulfur atoms alone, 8.7 u, $p_{\rm LZ}$ rises to about 0.79 and $p(1-p)$ falls to about 0.17. Nor do the estimates cover every omission. In particular, the polymer may push separated fragments back together, giving the lower branch a return pass that this model lacks. The computed values quoted here are in the numerical output below or follow from it by simple arithmetic.

## Numbers as computed

```
Fragment reduced mass: 54.53 u
Model reduced mass: 54.0 u
Rising diabat plateau: 0.60 eV
Falling diabat plateau scale: 0.20 eV
Diabat width: 0.40 angstrom
Peak coupling: 0.040 eV
Coupling range: 0.20 angstrom
Initial centre: -1.40 angstrom
Initial position spread: 0.20 angstrom
Collapse boundary: 0.25 angstrom
Slope difference at crossing: 2.00 eV/angstrom
Trajectories per main run: 10000
Trajectory time step: 0.25 fs
Shared path: largest |D|: 0.0059
Mismatched start: D from walkers: -0.0171
Mismatched start: D from decay law: -0.0134
Closed case: total energy: 0.030 eV
Closed case: upper-surface minimum: 0.0341 eV
Closed case: upper fraction: 0.0000
Closed case: upper amplitude: 0.2014
Closed case: independent amplitude: 0.2014
Closed case: rejected hops/trajectory: 0.4270
Turning case: total energy: 0.45 eV
Turning case: speed at crossing: 0.01268 angstrom/fs
First-pass upper probability, LZ: 0.5476
First-pass upper probability, wave: 0.5405
Comparison time after first pass: 145 fs
After first pass: upper fraction: 0.5425
After first pass: upper amplitude: 0.5464
Wave branch overlap before return: 0.000014
Final time: 400 fs
Final upper fraction, no collapse: 0.2776
Final upper amplitude, no collapse: 0.5174
Final D, no collapse: -0.2398
Balance law: -integral <k d> dt: -0.2242
Balance law: rejected hops: 0.0007
Balance law: predicted D: -0.2249
Balance law: one sampling error: 0.0110
Escaped group's contribution to D: -0.2519
Estimate -p(1-p): -0.2484
Final upper fraction, collapse: 0.2550
Final upper population, wave: 0.2483
Escaped lower fraction, collapse: 0.4557
Escaped lower population, wave: 0.4595
Wave time-step shift: 0.000006
Open case: total energy: 1.00 eV
Open case: upper fraction: 0.6691
Open case: upper amplitude: 0.6704
Open case: D: -0.0013
Thermal energy at 300 K: 0.0259 eV
LZ shift from added thermal energy: 0.0092
Upper-branch round trip: 146.8 fs
Rough energy relaxation time: 1000 fs
Energy lost in round trip: 0.0614 eV
LZ shift from this energy loss: -0.0245
Rough third-state coupling: 0.010 eV
Third-state leakage per pass: 0.0369
```
